# Film charge and true film voltage in a Sawyer-Tower circuit

A ferroelectric film and a sense capacitor stand in series across a voltage source. The sensor voltage gives the charge on the film, and it is tempting to plot that charge against the source voltage. If the node between the two capacitors is neutral, the charge is then right, but the voltage is not the film's own. If no net charge is trapped there and the film switches through a full loop, the plotted loop leans over, its remanent charge comes out too low, and its peak voltage is larger than the film voltage at that moment. If charge is trapped there, the sensor charge is offset by that amount, and once the offset is taken off, the loop is shifted sideways and imitates an internal bias. The errors of the voltage axis can be removed, because the voltage to subtract has already been measured; the offset of the charge axis has to be found separately (Entry 6).

## Entry 1. Two linear capacitors

Let the source voltage be $V$, the film voltage $V_F$ and the sensor voltage $V_s$. The sensor is grounded on its far side. Its capacitance $C_s$ is constant and includes cable and meter capacitance from the middle node to ground, since these carry the same voltage. Wire resistance is neglected, so the voltages add:

$$V=V_F+V_s.$$

The source-side plate of the film carries charge $Q$, and its node-side plate carries $-Q$. The upper plate of the sensor carries $C_sV_s$. If the middle node, made of these two facing plates, is neutral,

$$-Q+C_sV_s=0,\qquad Q=C_sV_s.$$

I divide charges and capacitances by the film area $A$: $\sigma=Q/A$ and $c_s=C_s/A$. For a linear film $\sigma=c_FV_F$, so $c_FV_F=c_sV_s$ and $V_s=(c_F/c_s)V_F$. Therefore

$$V=V_F\left(1+\frac{c_F}{c_s}\right),\qquad \frac{V}{V_F}-1=\frac{c_F}{c_s}.$$

This is the error, relative to the true film voltage, of using $V$ in its place. The capacitance read from the uncorrected plot is

$$\frac{\sigma}{V}=\frac{c_F}{1+c_F/c_s}=\frac{c_Fc_s}{c_F+c_s}.$$

**Limits.** For $c_s\gg c_F$ the error vanishes, but so does the signal $V_s$. For $c_s\ll c_F$ the plot has slope $c_s$ and describes the sensor instead of the film.

**Numbers.** The algebra uses atomic units, with $e=1$ and $4\pi\varepsilon_0=1$. A film of thickness $d$ and relative permittivity $\varepsilon$ has $c_b=\varepsilon/(4\pi d)$. Numbers are in electron charges, eV and angstrom; a voltage is quoted as the energy of a unit positive charge. Since $e^2/(4\pi\varepsilon_0)=14.40$ eV Å, a model film with $\varepsilon=30$ and $d=100$ Å has

$$c_b=\frac{30}{4\pi(100)(14.40)}=0.001658\ \frac{e^2}{\mathrm{eV\,Å^2}}.$$

I choose $c_s=0.05$ in the same unit. For an area of $10^{12}$ Å$^2$ the whole sensor has 8.01 nF. With no switching, the voltage error is $0.001658/0.05=3.3\%$.

## Entry 2. Any film, and a charged node

Neither the voltage sum nor the charge count needs a linear film. What must be generalized is the neutral node. Let its net charge per area be $n$. With an ideal meter nothing flows to or from the node except through the film. If the film does not leak either, $n$ is constant:

$$-\sigma+c_sV_s=n.$$

Solving for the charge, and then eliminating $V_s$ from the voltage sum, gives

$$\boxed{\sigma=c_sV_s-n,\qquad V_F=V-V_s=V-\frac{\sigma+n}{c_s}.}$$

Each point of the uncorrected plot must be moved horizontally by $-V_s$. Here $V_s$ is the actual sensor voltage, including its constant part. An amplifier offset is not a voltage across the sensor and must be removed first.

**Limit.** For $n=0$ and $\sigma=c_FV_F$, the second relation becomes $V=V_F(1+c_F/c_s)$, as in Entry 1.

The difference between the two plots also gives their slopes. Write $c=d\sigma/dV_F$ for the true slope and $c_{\rm app}=d\sigma/dV$ for the apparent one. Differentiating $V=V_F+(\sigma+n)/c_s$ with respect to $\sigma$ along a branch gives

$$\frac1{c_{\rm app}}=\frac1c+\frac1{c_s}.$$

The constant $n$ drops out. If the film switches at one fixed film voltage, $c\to\infty$ and $c_{\rm app}\to c_s$: a vertical step is drawn as a slanted line whose slope belongs to the sensor.

## Entry 3. A switching film with a neutral node

To see the sizes, I give the film a switchable polarization $P=P_sp$, with $-1\le p\le1$, besides its linear response:

$$\sigma=c_bV_F+P_sp.$$

The model kinetics have two states:

$$\frac{dp}{dt}=r(V_F)(1-p)-r(-V_F)(1+p),\qquad r(v)=\frac{r_{\max}}{1+e^{(v_h-v)/w}}.$$

The round parameters are $P_s=0.0125\ e/\mathrm{Å}^2$, $r_{\max}=2000$ per drive period, $v_h=1.3$ eV and $w=0.1$ eV. The source is a sine wave of amplitude $V_0=3$ eV. Differentiating the charge balance supplies the circuit equation

$$c_s\frac{dV_s}{dt}=c_b\frac{d(V-V_s)}{dt}+P_s\frac{dp}{dt}.$$

I integrated the two equations with an adaptive solver for stiff differential equations and kept the fourth period.

At the peak the film is saturated, with charge $0.01691\ e/\mathrm{Å}^2$. Hence

$$V_s=\frac{0.01691}{0.05}=0.338\ \mathrm{eV},\qquad V_F=3-0.338=2.662\ \mathrm{eV}.$$

Using 3 eV overstates the film voltage by $0.338/2.662=12.7\%$. This exceeds the 3.3% of the linear film because the sensor must also carry the switched charge: the relative error is $\sigma/(c_sV_F)$, and $\sigma$ now contains $P_s$.

**The remanent charge.** Let $\sigma_r$ be the charge at $V_F=0$ on the descending branch, and $\sigma_r'$ the charge at $V=0$ on that branch. With $n=0$, the condition $V=0$ means $V_F=-\sigma_r'/c_s$: the sensor applies a reverse voltage to the film. If the branch is nearly straight there, with slope $c_r$, then

$$\sigma_r'\approx\sigma_r+c_r\left(-\frac{\sigma_r'}{c_s}\right).$$

Collecting $\sigma_r'$ on the left gives

$$\sigma_r'\approx\frac{\sigma_r}{1+c_r/c_s}.$$

In the model $\sigma_r=0.01250\ e/\mathrm{Å}^2$, or 20.0 µC/cm$^2$. The slope, from finite differences of the computed branch, is $c_r=0.001664\ e^2/(\mathrm{eV\,Å^2})$. The formula gives

$$\sigma_r'\approx\frac{0.01250}{1+0.03328}=0.01210\ \frac{e}{\mathrm{Å}^2}.$$

The uncorrected loop itself gives 0.01209, or 19.4 µC/cm$^2$, which is 3.3% below the true value. The formula would fail for a film that switches back noticeably between $V_F=0$ and $V_F=-\sigma_r'/c_s=-0.24$ eV, for the branch would then be strongly curved.

**The coercive voltage.** I define it by $\sigma=0$. For a neutral node $V_s$ also vanishes there, so $V=V_F$, and both plots give 0.925 eV. The slopes at this point differ greatly. The true one is $0.133\ e^2/(\mathrm{eV\,Å^2})$, so

$$c_{\rm app}=\frac1{1/0.133+1/0.05}=0.0363\ \frac{e^2}{\mathrm{eV\,Å^2}}.$$

The uncorrected plot makes the switching look more gradual than it is.

## Entry 4. Plotting error and real influence

Subtracting $V_s$ recovers the voltage that the film had. It does not recover the loop that the film would have traced with the full source voltage across it. To separate the two, I solved the kinetic equation for a bare film, with no sensor, under two prescribed voltages.

When the bare film receives the recovered $V_F(t)$, its charge agrees with $c_sV_s$ within $10^{-9}\ e/\mathrm{Å}^2$. When it receives the source wave $V(t)$, the charges at equal times differ by up to $0.0057\ e/\mathrm{Å}^2$, which is about 45% of $P_s$. Its coercive voltage is 1.005 eV instead of 0.925 eV.

The kinetics explain the direction of this change. While the film switches upward, reverse switching is negligible and $dp/dt=r(V_F)(1-p)$. Starting from $p=-1$, separation of variables gives

$$\ln\frac{2}{1-p}=\int r(V_F)\,dt=\int\frac{r(V_F)}{dV_F/dt}\,dV_F.$$

A slower sweep makes the integrand larger, so a given $p$ is reached at a lower voltage. The sensor does slow the sweep during switching. From $d\sigma=c\,dV_F=c_{\rm app}\,dV$,

$$\frac{dV_F}{dV}=\frac{c_{\rm app}}{c}=\frac{0.0363}{0.133}=0.27$$

at the crossing. The film voltage there rises at about a quarter of the source rate. The lower coercive voltage is thus a true property of this film under this drive, and no correction of the plot should remove it.

**Limit.** For $c_s\to\infty$ at fixed charge, $V_s\to0$ and $V_F\to V$. The plotting error and the influence on the drive then vanish together.

## Entry 5. What the loop area keeps

The energy delivered to the film per area and cycle is $\oint V_F\,d\sigma$. For the uncorrected plot,

$$\oint V\,d\sigma=\oint V_F\,d\sigma+\frac1{c_s}\oint(\sigma+n)\,d\sigma.$$

For constant $n$ the last integrand is the derivative of $(\sigma+n)^2/2$, which returns to its initial value on a closed loop. The last term is zero, and

$$\oint V\,d\sigma=\oint V_F\,d\sigma.$$

The loop is sheared, but its area survives. Physically, an ideal sensor returns the energy it stores. Since $\sigma=c_bV_F+P$ and $\oint V_F\,dV_F=0$, the area is also $\oint V_F\,dP$, the loss in switching.

Numerical integration of the uncorrected loop gives 0.0466 eV/Å$^2$, and $\oint V_F\,dP$ for the bare film under the recovered voltage gives the same. A rectangle of height $2P_s$ and width twice the coercive voltage has area $4(0.0125)(0.925)=0.0463$ eV/Å$^2$, so the size is reasonable. A correct loss therefore does not show that the voltage axis is correct.

## Entry 6. Shorting the sensor does not empty the node

Suppose that the film is poled to $P=-P_s$, that $V=0$, and that the sensor is shorted before the measurement. Then $V_s=V_F=0$ and $\sigma=-P_s$. The node charge is

$$n=-\sigma+c_sV_s=P_s.$$

The node is not neutral: its charge compensates the film's polarization. Once the short is removed, this charge stays. At $\sigma=0$ the boxed relation gives

$$V=V_F+\frac n{c_s},$$

so both crossings of the plot of $\sigma$ against $V$ move by $0.0125/0.05=0.25$ eV in the same direction. The raw record $c_sV_s=\sigma+n$ is in addition displaced upward by $n$; the sideways shift shows once that offset has been taken off.

I repeated the circuit calculation with this $n$. The true crossings are at 0.922 and −0.927 eV, the uncorrected ones at 1.172 and −0.677 eV. The shift is a false imprint. The film does feel a real bias, however: its voltage runs from 2.420 down to −2.904 eV. Centring $V_s$ before subtracting it would hide that bias.

To plot $\sigma$ one still needs $n$. Suppose that the film is symmetric and saturated at both peaks, labelled $+$ and $-$:

$$c_sV_s^{\pm}-n=\pm P_s+c_bV_F^{\pm}.$$

Adding the two equations removes $P_s$, and solving for $n$ gives

$$n=\tfrac12\left[c_s(V_s^++V_s^-)-c_b(V_F^++V_F^-)\right].$$

The slope $c_b$ can be read from the saturated part of the corrected loop. Here $V_s^+=3-2.420=0.580$ eV and $V_s^-=-3+2.904=-0.096$ eV. Thus

$$n=\tfrac12\left[0.05(0.484)-0.001658(-0.484)\right]=0.0125\ \frac{e}{\mathrm{Å}^2}.$$

Merely centring $c_sV_s$ keeps the first term alone and gives 0.0121, about 3% too low.

**Limit.** If the drive of the film is symmetric, $V_F^++V_F^-=0$ and simple centring is enough. If the film is not saturated at both peaks, the formula fails whenever the two peak polarizations are not equal and opposite, because they then do not cancel.

## Entry 7. A meter that leaks

A real meter has a conductance. Let it be $g$ per film area. The current through the film now divides between sensor and meter:

$$\frac{d\sigma}{dt}=c_s\frac{dV_s}{dt}+gV_s.$$

Integrating from a starting time $t_0$,

$$\sigma(t)-\sigma(t_0)=c_s[V_s(t)-V_s(t_0)]+g\int_{t_0}^{t}V_s\,dt'.$$

The relation $V_F=V-V_s$ is unchanged. What fails is the charge, if the last term is omitted. The equality of areas in Entry 5 also fails, even with the full charge: on a closed loop $\oint V\,d\sigma-\oint V_F\,d\sigma=\oint V_s\,d\sigma=g\oint V_s^2\,dt$, the energy lost in the meter.

In a periodic state both $\sigma$ and $V_s$ return after a period $T$. The integral over a full period must then vanish, so the mean of $V_s$ is zero and the initial node charge has been forgotten. This also bounds the omitted charge. Whole periods contribute nothing. For a remaining time $\tau<T$, the integral is at most $\tau\max|V_s|$ in magnitude. It is also minus the integral over the rest of the period, hence at most $(T-\tau)\max|V_s|$. The smaller of $\tau$ and $T-\tau$ is no more than $T/2$, so

$$|\Delta\sigma_{\rm omitted}|\le\frac{gT}{2}\max|V_s|.$$

Relative to the peak sensor charge $c_s\max|V_s|$, the bound is $gT/(2c_s)$. In the periodic state, omission is therefore safe when the time constant $c_s/g$ of sensor and meter is much longer than a period. Before that state is reached, a charged node can give $V_s$ a nonzero mean, and over many periods the omitted charge can then grow well beyond this bound.

For $c_s/g$ equal to three periods this ratio is $1/6$. After sixty periods of the model circuit, the omitted charge, counted from an upward zero of the source, reaches $0.0023\ e/\mathrm{Å}^2$, or 18% of $P_s$. The bound is 0.0029.

**Limit.** For $g\to0$ at fixed $T$ the omitted charge vanishes, and the charge relation of Entry 2 returns.

## Entry 8. Choosing the sensor

Let the sensor take a fraction $f$ of the source amplitude at the peak. Then $V_s=fV_0$ and $V_F=(1-f)V_0$. For a neutral node and a saturated film, $c_sfV_0=P_s+c_b(1-f)V_0$, or

$$c_s=\frac{P_s+c_b(1-f)V_0}{fV_0}.$$

For $f=1\%$,

$$c_s=\frac{0.0125+0.001658(2.97)}{0.03}=0.581\ \frac{e^2}{\mathrm{eV\,Å^2}},$$

which is 93 nF for the chosen area. The price is a peak signal of 0.03 eV instead of 0.338 eV. For $P_s=0$ and small $f$ the rule becomes $c_s\approx c_b/f$, the linear result of Entry 1.

Three circuit faults lie outside the boxed relation. A wire resistance $R$ carrying current $I$ changes the film voltage to $V-V_s-IR$. A stray capacitance $C_x$ directly across the film adds $C_xV_F$ to the charge measured. A leaking film passes current to the node, so the change in $c_sV_s$ from a starting time records the change in film charge plus the time integral of the leakage current density. In this last case the circuit still gives the total charge transferred, but it cannot say by itself how much of it is polarization.
